\section*{Zero-bias conductance of an NIS junction and its low-temperature limit}

\section*{Question}

I have a tunnel junction between copper and superconducting aluminium, with a thin aluminium oxide barrier, and I want to use its zero-bias conductance as a thermometer. I was told that at low temperature the conductance, relative to the one in the normal state, is
\begin{equation}
\frac{G_{NS}}{G_{NN}}\to\sqrt{\frac{2\pi\Delta}{k_BT}}\;e^{-\Delta/k_BT}.
\label{eq:claim}
\end{equation}
The exponential is clear to me: an electron needs the energy $\Delta$ to enter the superconductor. The square root is not. I tried to replace the density of states by its value at the gap edge, since only energies near $\Delta$ matter, but that value is infinite. When I integrate numerically for $\Delta=0.20$ meV and $T=0.30$ K, I get a few per cent more than (\ref{eq:claim}). Have I lost a term, or is the formula only approximate? And how small must the measuring voltage be: small against $\Delta/e$, or against $k_BT/e$?

\section*{Answer}

The formula is a correct leading term, and your numerical excess comes mainly from the next term of the expansion. The square root comes from averaging the infinite density of states over an energy range of width $k_BT$. The singularity is integrable, so the average is finite, but it depends on temperature.

\subsection*{From the tunnel current to one integral}

Assume an isotropic BCS gap $\Delta$, an opaque barrier treated to lowest order in its transmission, and a transmission and normal densities of states that do not vary over the energies involved. Energies are measured from the Fermi level of the superconductor, $\beta=1/k_BT$, and $f(\varepsilon)=1/(e^{\beta\varepsilon}+1)$.

A state with normal-state energy $\xi$ is described in the superconductor by the matrix
\begin{equation}
\begin{pmatrix}\xi&\Delta\\ \Delta&-\xi\end{pmatrix},
\qquad \text{eigenvalues }\pm E,\quad E=\sqrt{\xi^2+\Delta^2}.
\end{equation}
The electron component of the eigenvector has weight $u^2=\frac12(1+\xi/E)$ at $+E$ and $v^2=\frac12(1-\xi/E)$ at $-E$. An electron tunnelling at energy $\varepsilon>0$ therefore finds the two values $\xi=\pm\sqrt{\varepsilon^2-\Delta^2}$. Their weights $u^2$ add up to one, because the terms $\pm\xi/2E$ cancel. The density of states, relative to the normal one, is then the Jacobian $|d\xi/d\varepsilon|=\varepsilon/|\xi|$. The same holds for $\varepsilon<0$ with $v^2$, so
\begin{equation}
N(\varepsilon)=\frac{|\varepsilon|}{\sqrt{\varepsilon^2-\Delta^2}}\quad(|\varepsilon|>\Delta),
\qquad N(\varepsilon)=0\quad(|\varepsilon|<\Delta).
\end{equation}

By the golden rule, the flow from the normal metal is proportional to $N(\varepsilon)f(\varepsilon-eV)[1-f(\varepsilon)]$ and the return flow to $N(\varepsilon)f(\varepsilon)[1-f(\varepsilon-eV)]$. The products of two Fermi functions cancel in the difference:
\begin{equation}
I=\frac{G_{NN}}{e}\int_{-\infty}^{\infty}d\varepsilon\,N(\varepsilon)\,[f(\varepsilon-eV)-f(\varepsilon)].
\label{eq:I}
\end{equation}
The prefactor is right because $N=1$ makes the integral equal to $eV$, hence $I=G_{NN}V$.

The voltage appears in the Fermi function of the normal metal alone, and $\partial f(\varepsilon-eV)/\partial V=-e f'(\varepsilon-eV)$. At $V=0$,
\begin{equation}
g\equiv\frac{G_{NS}}{G_{NN}}=\int_{-\infty}^{\infty}d\varepsilon\,N(\varepsilon)\,[-f'(\varepsilon)],
\qquad
-f'(\varepsilon)=\frac{\beta e^{-\beta\varepsilon}}{(1+e^{-\beta\varepsilon})^2}.
\label{eq:g}
\end{equation}
The temperature in $f'$ is thus that of the copper. The aluminium temperature enters through $\Delta$.

Multiplying numerator and denominator of $-f'$ by $e^{2\beta\varepsilon}$ shows that it is even. The two sides of the gap contribute equally, and with $\varepsilon\,d\varepsilon=\xi\,d\xi$,
\begin{equation}
g=2\int_\Delta^\infty d\varepsilon\,\frac{\varepsilon}{\sqrt{\varepsilon^2-\Delta^2}}\,[-f'(\varepsilon)]
=2\int_0^\infty d\xi\,\bigl[-f'\bigl(\sqrt{\xi^2+\Delta^2}\bigr)\bigr].
\label{eq:two}
\end{equation}
The second form has no singularity and is the one to use numerically. It also gives the opposite limit: for $\Delta\to0$ it becomes $2[f(0)-f(\infty)]=1$, the normal conductance.

\subsection*{Where the square root comes from}

Let $x=\Delta/k_BT$ and measure energy from the gap edge in thermal units, $\varepsilon=\Delta+k_BT\,u$. Then
\begin{equation}
\frac{\varepsilon}{\sqrt{\varepsilon^2-\Delta^2}}
=\frac{x+u}{\sqrt{u(2x+u)}}
=\sqrt{\frac{x}{2u}}\;h\!\left(\frac ux\right),
\qquad h(s)=\frac{1+s}{\sqrt{1+s/2}}.
\end{equation}
Here $x$ was taken out of the numerator and $\sqrt{2xu}$ out of the root. Since $d\varepsilon=k_BT\,du$ cancels the $\beta$ in $-f'$,
\begin{equation}
g=\sqrt{2x}\,e^{-x}\int_0^\infty du\,\frac{e^{-u}}{\sqrt u}\,
\frac{h(u/x)}{(1+e^{-x-u})^2},
\label{eq:scaled}
\end{equation}
where $2\sqrt{x/2}=\sqrt{2x}$. For large $x$ the last fraction tends to one at every fixed $u$. With $u=w^2$ the remaining integral is
\begin{equation}
\int_0^\infty\frac{e^{-u}}{\sqrt u}\,du=2\int_0^\infty e^{-w^2}dw=\sqrt\pi ,
\end{equation}
and the leading term is
\begin{equation}
g_0=\sqrt{2\pi x}\;e^{-x},
\end{equation}
which is (\ref{eq:claim}).

To see what the peak in $N$ does, compare with an imaginary material that has the same gap but $N=1$ outside it. Its conductance ratio would be
\begin{equation}
2\int_\Delta^\infty[-f']\,d\varepsilon=2f(\Delta)\simeq2e^{-x}.
\end{equation}
The peak raises this by the factor $\sqrt{2\pi x}/2$. The factor grows on cooling because the thermal electrons gather closer to the edge, where $N$ is larger.

\subsection*{Proof of the limit, with an error bound}

Taking the limit under the integral can be replaced by two inequalities. For $s\ge0$,
\begin{equation}
1\le h(s)\le1+\tfrac34 s .
\label{eq:h}
\end{equation}
All quantities are positive, so we may compare squares. The left inequality requires $(1+s)^2\ge1+s/2$, which is evident. The right one requires $(1+s)^2\le(1+\frac34s)^2(1+\frac12s)$, and
\begin{align}
\left(1+\tfrac34s\right)^2\left(1+\tfrac12s\right)
&=\left(1+\tfrac32s+\tfrac9{16}s^2\right)\left(1+\tfrac12s\right)\nonumber\\
&=1+2s+\tfrac{21}{16}s^2+\tfrac9{32}s^3\ \ge\ 1+2s+s^2 .
\end{align}
The thermal denominator in (\ref{eq:scaled}) lies between $1$ and $(1+e^{-x})^2$. One more integral is needed, and integration by parts gives it:
\begin{equation}
\int_0^\infty\sqrt u\,e^{-u}du=\frac12\int_0^\infty\frac{e^{-u}}{\sqrt u}du=\frac{\sqrt\pi}{2}.
\end{equation}
So the mean of $u$ with weight $e^{-u}/\sqrt{\pi u}$ is $\frac12$. The upper bound in (\ref{eq:h}) contributes $\frac34\cdot\frac1{2x}$, and
\begin{equation}
\boxed{\;\frac1{(1+e^{-x})^2}\ \le\ \frac{g}{g_0}\ \le\ 1+\frac{3}{8x}\;}
\label{eq:bounds}
\end{equation}
for every $x>0$. Both sides tend to one as $x\to\infty$, which proves the limit.

The upper bound is also the next term of the expansion. Convexity gives $(1+z)^{-1/2}\ge1-z/2$, so that
\begin{equation}
h(s)\ge(1+s)\left(1-\tfrac14s\right)=1+\tfrac34s-\tfrac14s^2 .
\end{equation}
The mean of $u^2$ is $\frac34$, by a further integration by parts. Hence $g/g_0$ is at least $(1+e^{-x})^{-2}\,[1+3/(8x)-3/(16x^2)]$, and together with (\ref{eq:bounds})
\begin{equation}
\frac g{g_0}=1+\frac3{8x}+O(x^{-2}).
\label{eq:next}
\end{equation}

Numerical integration of (\ref{eq:two}) shows the approach:
\begin{center}
\begin{tabular}{rccc}
$x$ & $g$ & $g/g_0$ & $1+3/(8x)$\\
5 & $4.008\times10^{-2}$ & 1.0612 & 1.0750\\
10 & $3.730\times10^{-4}$ & 1.0364 & 1.0375\\
20 & $2.353\times10^{-8}$ & 1.0185 & 1.0188\\
50 & $3.444\times10^{-21}$ & 1.0075 & 1.0075
\end{tabular}
\end{center}
At $x=200$ the product $x(g/g_0-1)$ is $0.3744$, close to $3/8$. As a test of the steps before (\ref{eq:two}), the slope of the current (\ref{eq:I}) was taken between $eV/k_BT=\pm10^{-3}$ for $x=2$, $5$ and $12$. It agrees with (\ref{eq:two}) to within one part in $10^6$.

For small $x$ the bounds remain true but are of no use: $g\to1$ while $g_0\to0$. The limiting formula must not be carried up to the critical temperature, where $\Delta$ vanishes.

\subsection*{Your junction}

For $T=0.30$ K, $k_BT=0.02585$ meV, so $x=\Delta/k_BT=7.736$. The results here are computed with unrounded values, so the last digit may differ from a product of the rounded ones. Then
\begin{equation}
g_0=6.972\times4.367\times10^{-4}=3.044\times10^{-3},
\qquad g=3.185\times10^{-3}.
\end{equation}
The ratio is $g/g_0=1.046$, between the bounds $0.999$ and $1.048$. This is your excess of a few per cent, and no term is missing from your integral. With a normal resistance of 10 k$\Omega$, the zero-bias resistance is $10\ \mathrm{k\Omega}/g=3.14$ M$\Omega$; the leading formula would give 3.28 M$\Omega$. The peak in the density of states accounts for a factor of about $6.972/2\approx3.5$ in $g_0$.

For thermometry the logarithmic slope matters. At fixed $\Delta$, $\ln g_0=\frac12\ln(2\pi x)-x$, and the factor (\ref{eq:next}) adds $-3/(8x^2)$ to the derivative with respect to $x$. (Differentiating (\ref{eq:scaled}) under the integral brings down $-(u/x^2)h'(u/x)$, with $h'(0)=\frac34$ and mean $u$ equal to $\frac12$.) Therefore
\begin{align}
-\frac{d\ln g}{d(1/k_BT)}&=\Delta-\frac{k_BT}2+\frac{3(k_BT)^2}{8\Delta}+\dots,\\
\frac{d\ln g}{d\ln T}&=x-\frac12+\frac3{8x}+\dots
\label{eq:sens}
\end{align}
The local slope of an Arrhenius plot thus reads a gap that is too small by about $k_BT/2$. Here it gives 0.188 meV instead of 0.200 meV at fixed $\Delta$, and 0.189 meV if the BCS temperature dependence of the gap is included. The sensitivity (\ref{eq:sens}) is 7.3, so a small relative error in $g$ becomes a relative temperature error about seven times smaller. If you insert the full $g$ into the leading formula and solve for $T$, you read 301.9 mK instead of 300 mK.

\subsection*{How small the voltage must be}

It must be small against $k_BT/e$. To see this, fold the negative energies in (\ref{eq:I}) onto the positive ones with $f(-\varepsilon)=1-f(\varepsilon)$. The bracket at $-\varepsilon$ becomes $f(\varepsilon)-f(\varepsilon+eV)$, and adding the one at $+\varepsilon$ gives
\begin{equation}
I=\frac{G_{NN}}e\int_\Delta^\infty d\varepsilon\,N(\varepsilon)\,[f(\varepsilon-eV)-f(\varepsilon+eV)].
\end{equation}
As long as $\Delta-e|V|\gg k_BT$, both Fermi functions are Boltzmann tails and the bracket is $2e^{-\beta\varepsilon}\sinh(\beta eV)$. The voltage then factors out of the integral. Fixing the remaining constant by the slope at $V=0$,
\begin{equation}
I\simeq G_{NS}(0)\,\frac{k_BT}{e}\,\sinh\frac{eV}{k_BT},
\qquad
\frac{I}{V\,G_{NS}(0)}\simeq1+\frac16\left(\frac{eV}{k_BT}\right)^2 .
\end{equation}
The gap sets the size of the current, but the thermal energy sets the voltage scale on which it bends. At 5 $\mu$V, $eV/k_BT=0.193$ and $I/V$ is 0.62\% above its zero-bias value; the differential conductance $dI/dV$, which follows $\cosh(eV/k_BT)$, is 1.9\% above it. As $eV$ comes within a few $k_BT$ of $\Delta$, the Boltzmann step fails and so does the $\sinh$ law.

\subsection*{What a real junction adds}

For the quantities you did not give I take rough values: an area of 1 $\mu$m$^2$, a capacitance of 50 fF, and an oxide 1.5 nm thick with a barrier of 2 eV. The normal resistance depends strongly on the oxidation, but within the model it cancels from $g$. One assumption that can fail in your range is that of an empty gap. A simple model of subgap states replaces $\varepsilon$ by $\varepsilon+i\Gamma$ in $N$, which gives
\begin{equation}
N(0)=\frac{\Gamma}{\sqrt{\Delta^2+\Gamma^2}}\simeq\frac\Gamma\Delta .
\end{equation}
This part does not freeze out. For $\Gamma/\Delta=10^{-4}$, a rough value that varies between devices, $g$ rises by 3.5\% at 0.30 K. At 204 mK the thermal part has fallen to $\Gamma/\Delta$; well below that temperature the junction measures its own leakage and no longer follows (\ref{eq:claim}).

This also limits how closely the pure limit can be seen. By (\ref{eq:bounds}), $3/(8x)<0.01$ guarantees that $g_0$ is at most 1\% too low. That needs $x>37.5$, or about 62 mK for your gap, where $g_0$ is of order $10^{-15}$. At 204 mK the correction is still about 3\%. For this junction you should therefore use the full integral, or at least the factor $1+3/(8x)$.

The other neglected effects, for the same junction at 0.30 K, are these.

\begin{itemize}
\item \textbf{Two-electron (Andreev) tunnelling.} It needs no thermal excitation, but it is of higher order in the transmission. I quote without derivation the estimate $G_A/G_{NN}\sim R_D/R_N$, where $R_N$ is the normal junction resistance and $R_D$ the resistance of the phase-coherent part of the copper lead. With $R_D=0.5\ \Omega$, assumed, this is $5\times10^{-5}$, or 1.6\% of $g$. Take it as a rough scale only: $R_D$ depends on the geometry of the lead and on temperature, and for a wide copper film some tens of nanometres thick it can be ten times smaller.

\item \textbf{Temperature of the copper.} A shift of 1 mK changes $g$ by 2.4\%. Heating of the copper by that amount matters more than most of the other items here.

\item \textbf{Thermal reduction of the gap.} The $\Delta$ in all formulas is the gap at the temperature of use. If your 0.20 meV is the zero-temperature value, the BCS gap equation lowers it by a fraction $3.9\times10^{-4}$, which raises $g$ by 0.28\%.

\item \textbf{Energy dependence of the barrier.} In the WKB approximation for a rectangular barrier, the transmission at $\varepsilon=\Delta$ is 0.11\% higher than at the Fermi level. Since $N$ and $-f'$ are even, the part odd in $\varepsilon$ cancels at zero bias, and the net change of $g$ is below one part in $10^6$. The barrier values serve only for this estimate and are not consistent with a normal resistance of 10 k$\Omega$: with the free electron mass, a uniform barrier of 1.5 nm and 2 eV would give tens of M$\Omega$ for 1 $\mu$m$^2$. A thinner barrier or a smaller effective mass would lower the resistance, and either would also make the energy dependence weaker.

\item \textbf{Charging.} The energy $e^2/2C$ is 1.6 $\mu$eV, or 0.06 of $k_BT$. For a single junction the effect depends on the impedance of the leads at high frequency compared with $h/e^2$. With a lead impedance far above $h/e^2$, the zero-bias normal conductance falls by about $e^2/(6Ck_BT)\approx2\%$ while $G_{NS}$ barely changes, so a ratio formed with $G_{NN}$ measured at zero bias and the same temperature rises by about 2\%. With leads of about 50 $\Omega$ the ratio changes by less than 1\%, even for a much smaller capacitance. A small isolated island, or a small junction in a resistive environment, needs a separate treatment.
\end{itemize}

The subgap and Andreev contributions both add to $g$, and in these estimates their sum, about 5\%, is comparable with the 4.6\% between $g_0$ and $g$. A measured excess over (\ref{eq:claim}) therefore does not by itself confirm the term $3/(8x)$. Cooling helps to tell the thermal part from the other two: it keeps falling roughly as $e^{-x}$, whereas the subgap part levels off at $\Gamma/\Delta$ and the Andreev estimate $R_D/R_N$ does not freeze out either. The Andreev part need not stay constant: the phase-coherent region of a diffusive lead with diffusion constant $D$ extends over about $\sqrt{\hbar D/k_BT}$, so $R_D$ tends to grow on cooling until inelastic scattering or the geometry limits it. The numerical output lists the main values used here.

\section*{Computed values}
\begin{verbatim}
Approach to the limit: x, g, g0, g/g0, lower bound, upper bound
     5  4.00762e-02  3.77661e-02  1.06117  0.98666  1.07500
    10  3.72952e-04  3.59870e-04  1.03635  0.99991  1.03750
    20  2.35322e-08  2.31055e-08  1.01847  1.00000  1.01875
    50  3.44410e-21  3.41862e-21  1.00745  1.00000  1.00750
x*(g/g0 - 1) at x = 200: 0.3744  (3/8 = 0.3750)
Example, rough typical values, Al / Al oxide / Cu
gap Delta: 0.20 meV
temperature T: 0.30 K
normal resistance R_N: 10.0 kOhm
junction area: 1.0 um^2
kB T: 0.02585 meV
x = Delta/kBT: 7.7363
exp(-x): 4.3666e-04
sqrt(2 pi x): 6.9720
g0, leading formula: 3.0444e-03
g, full integral: 3.1847e-03
g/g0: 1.04607
lower bound on g/g0: 0.99913
upper bound on g/g0: 1.04847
zero-bias resistance R_N/g: 3.140 MOhm
zero-bias resistance R_N/g0: 3.285 MOhm
apparent Arrhenius gap: 0.1881 meV
Delta - kBT/2: 0.1871 meV
d ln g / d ln T: 7.275  (x - 1/2 = 7.236)
T read from g with leading formula: 301.88 mK
Neglected effects (relative change of g unless stated)
thermal drop of gap, 1 - Delta(T)/Delta(0): 3.886e-04
  change of g: +0.283 %
Dynes broadening Gamma/Delta (rough): 1.0e-04
  change of g: +3.51 %
  thermal g equals Gamma/Delta at T: 204.0 mK
coherent lead resistance R_D (rough): 0.50 Ohm
  Andreev estimate R_D/R_N: 5.0e-05
  share of g: 1.57 %
measuring voltage: 5.0 uV, eV/kBT = 0.1934
  change of I/V: +0.623 %
barrier (rough): 2.0 eV high, 1.5 nm thick
  transmission change at E = Delta: +0.1087 %
  net change of g: +6.8e-05 %
1 mK temperature error: +2.45 %
capacitance (rough): 50 fF
charging energy e^2/2C: 1.60 ueV
  charging energy / kBT: 0.062
\end{verbatim}
